# Radiation force on free electrons and the Eddington luminosity

**Setting.** Unpolarised photons of energy $E$ meet free electrons at rest. The electrons belong to fully ionised hydrogen that surrounds a luminous spherical body of mass $M$. The question asks how strongly the light pushes the gas, and at what luminosity the push balances gravity.

Let

$$x=\frac{E}{m_ec^2},\qquad P=\frac{E'}{E},\qquad u=1-\cos\theta ,$$

where $E'$ is the energy of the outgoing photon and $\theta$ its scattering angle, so that $0\le u\le 2$. The Klein-Nishina cross section is given. It is the tree-level result of quantum electrodynamics, averaged over initial and summed over final polarisations and spins:

$$\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}\,P^2\left(P+\frac1P-\sin^2\theta\right),\qquad \sigma_T=\frac{8\pi}{3}r_e^2 .$$

Here $r_e$ is the classical electron radius and $\sigma_T$ the Thomson cross section. The given formula was tested numerically against the two tree diagrams, evaluated with explicit Dirac matrices.

## Part 1: momentum given to the electron

**Question.** Find $P$ as a function of $x$ and $u$. Then find the fraction $w$ of the photon's initial momentum that the electron receives along the beam.

**Answer.** Let $p$ and $k$ be the initial four-momenta of electron and photon, and $p'$ and $k'$ the final ones. Conservation gives $p'=p+k-k'$. Squaring removes the unknown electron momentum, because $p'^2=p^2=m_e^2c^2$ and $k^2=k'^2=0$:

$$0=2p\cdot k-2p\cdot k'-2k\cdot k' .$$

For an electron at rest, $p\cdot k=m_eE$ and $p\cdot k'=m_eE'$. For the two photons, $k\cdot k'=EE'(1-\cos\theta)/c^2=EE'u/c^2$. Multiplication by $c^2/2$ gives

$$m_ec^2(E-E')=EE'u .$$

Dividing by $m_ec^2E$ gives $1-P=xuP$, and therefore

$$P=\frac{1}{1+xu}.$$

The incoming photon has longitudinal momentum $E/c$, and the outgoing one has $(E'/c)\cos\theta$. The electron receives the difference, so

$$w=1-P\cos\theta=1-P(1-u)=(1-P)+uP .$$

Inserting $1-P=xuP$ gives

$$w=(1+x)\,uP .$$

This holds for any $x$. The weight $1-\cos\theta=u$ is recovered as $x\to0$, when the photon keeps its energy. At finite $x$ the outgoing photon carries less momentum than the incoming one, and this must be included in the force. Since $w\ge0$, no single collision pushes the electron back towards the source of the beam.

## Part 2: the force cross section

**Question.** Define $\sigma_F$ by writing the mean force on an electron as $\sigma_F\mathcal F/c$, where $\mathcal F$ is the energy flux of the beam. Reduce $\sigma_F/\sigma_T$ to a single integral over $u$.

**Answer.** The beam carries $\mathcal F/E$ photons per unit area and time. The rate of scattering into $d\Omega$ is $(\mathcal F/E)\,d\sigma$, and each such event gives the electron longitudinal momentum $wE/c$. The photon energy cancels in the product:

$$\text{force}=\frac{\mathcal F}{E}\,\frac Ec\int w\,d\sigma
=\frac{\mathcal F}{c}\,\sigma_F,\qquad \sigma_F=\int w\,\frac{d\sigma}{d\Omega}\,d\Omega .$$

The transverse recoil is proportional to $\cos\phi$ or $\sin\phi$, with $\phi$ the azimuth about the beam. The unpolarised cross section does not depend on $\phi$, so the mean transverse force vanishes.

The azimuthal integral gives $2\pi$, and $d(\cos\theta)=-du$ turns the range $-1\le\cos\theta\le1$ into $0\le u\le2$. Also

$$\sin^2\theta=1-(1-u)^2=u(2-u).$$

Hence

$$\sigma_F=2\pi\,\frac{r_e^2}{2}\int_0^2(1+x)uP\;P^2\left[P+\frac1P-u(2-u)\right]du .$$

Dividing by $8\pi r_e^2/3$ changes the prefactor $\pi r_e^2$ into $3/8$:

$$\frac{\sigma_F}{\sigma_T}=\frac38(1+x)\int_0^2uP^3\left[P+\frac1P-u(2-u)\right]du .$$

## Part 3: soft photons

**Question.** Expand $\sigma_F/\sigma_T$ through second order in $x$.

**Answer.** For $x<1/2$ the product $xu$ stays below 1 over the whole range $0\le u\le2$, so the integrand may be expanded and integrated term by term. The factors needed are

$$P^3=1-3xu+6x^2u^2+O(x^3),$$

$$P+\frac1P=(1-xu+x^2u^2)+(1+xu)+O(x^3)=2+x^2u^2+O(x^3).$$

Let $g(u)=2-u(2-u)=2-2u+u^2$, which equals $1+\cos^2\theta$. The bracket in the integral is then $g+x^2u^2$, and

$$P^3\,(g+x^2u^2)=g-3xug+x^2(6u^2g+u^2)+O(x^3).$$

Define $A_n=\int_0^2u^ng\,du$. The required values are

$$A_1=4-\frac{16}{3}+4=\frac83,$$

$$A_2=\frac{16}{3}-8+\frac{32}{5}=\frac{56}{15},$$

$$A_3=8-\frac{64}{5}+\frac{32}{3}=\frac{88}{15},$$

together with $\int_0^2u^3du=4$. Multiplying by the factor $u$ and by $1+x$, and collecting powers of $x$, gives

$$A_1+x(A_1-3A_2)+x^2(6A_3+4-3A_2).$$

The linear coefficient is $8/3-56/5=-128/15$. The quadratic one is $176/5+4-56/5=28$. Multiplication by $3/8$ gives

$$\boxed{\frac{\sigma_F}{\sigma_T}=1-\frac{16}{5}x+\frac{21}{2}x^2+O(x^3)}$$

At $x=0$ the force cross section equals the total cross section. The reason is that Thomson scattering is symmetric between forward and backward directions: the scattered light carries away no mean momentum, so the electron keeps on average the whole momentum of each scattered photon.

The coefficients were also extracted from the tree diagrams without use of this expansion. That calculation gives $-3.20000$ and $10.500$.

## Part 4: three contributions to the linear term

**Question.** Separate the coefficient $-16/5$ into the effects of the total cross section, the angular distribution and the photon's energy loss.

**Answer.** To first order $P^2=1-2xu$, and the bracket in the cross section is $g$. Hence

$$d\sigma=\pi r_e^2(1-2xu)\,g\,du .$$

The total cross section needs $A_0=\int_0^2g\,du=4-4+8/3=8/3$:

$$\frac{\sigma}{\sigma_T}=\frac38(A_0-2xA_1)=1-2x .$$

With the weight $u=1-\cos\theta$, which takes account of direction but not of energy loss, the result is

$$\frac{1}{\sigma_T}\int u\,d\sigma=\frac38(A_1-2xA_2)=1-\frac{14}{5}x .$$

The full weight can be written as $w=u+(1-P)(1-u)$. To first order $1-P=xu$, so the last term adds

$$\frac38x\int_0^2u(1-u)g\,du=\frac38x(A_1-A_2)=-\frac25x .$$

The three contributions are therefore

$$-\frac{16}{5}=-2-\frac45-\frac25 .$$

The first, $-2$, says that fewer photons are scattered. The second is the difference between $-14/5$ and $-2$. It describes a forward bias: dividing the two expressions above gives a mean $u$ of $1-4x/5$, so the mean of $\cos\theta$ is $+4x/5$, and the scattered light now carries some forward momentum away.

The third comes from the energy loss. A photon scattered forward with reduced energy leaves more momentum with the electron, while one scattered backward with reduced energy leaves less. The backward photons lose more energy, since $1-P=xu$ grows with $u$, and the net effect is a smaller force.

## Part 5: hard photons

**Question.** Find the leading behaviour of $\sigma_F/\sigma_T$ for $x\gg1$, within the tree-level formula.

**Answer.** Put $y=1+xu$, so that $P=1/y$, $u=(y-1)/x$ and $du=dy/x$. The upper limit is $Y=1+2x$. The three terms of the integral in Part 2 are treated in turn. The first two are

$$\int_0^2uP^2du=\frac1{x^2}\int_1^Y\left(\frac1y-\frac1{y^2}\right)dy=\frac1{x^2}\left(\ln Y-1+\frac1Y\right),$$

$$\int_0^2uP^4du=\frac1{x^2}\int_1^Y\left(\frac1{y^3}-\frac1{y^4}\right)dy\simeq\frac1{x^2}\left(\frac12-\frac13\right)=\frac1{6x^2}.$$

The third term is bounded by using $2-u\le2$ and $(y-1)^2\le y^2$:

$$0\le\int_0^2u^2(2-u)P^3du\le\frac2{x^3}\int_1^Y\frac{(y-1)^2}{y^3}dy\le\frac{2\ln Y}{x^3}.$$

It is smaller than the first term by a factor of order $1/x$, and than the second by a factor of order $(\ln x)/x$, so it drops out. With $\ln Y\simeq\ln2x$ and $1+x\simeq x$,

$$\frac{\sigma_F}{\sigma_T}\simeq\frac{3}{8x}\left(\ln2x-\frac56\right),\qquad x\gg1 .$$

When $xu\gg1$, the weight $w=(1+x)u/(1+xu)$ is close to 1, so such a collision transfers nearly all the photon's momentum. Averaged over all collisions, $w$ approaches 1 only logarithmically; it is about 0.8 at $x=200$. The Compton force at fixed energy flux is weak because collisions are rare. This covers Compton scattering only. Pair production in the field of the protons is not included. Its cross section grows with photon energy and passes $\sigma_F$ at roughly 100 MeV, so above that energy $\sigma_F$ no longer describes the push on hydrogen.

## Part 6: light from an extended source

**Question.** The body fills a finite part of the sky as seen from the gas. Show that the force on an electron still depends only on the net flux, and express it through the luminosity $L$ and distance $r$. Take all photons to have the same energy.

**Answer.** Let $I(\mathbf n)$ be the intensity travelling in direction $\mathbf n$. The rays in $d\Omega_n$ form a beam with energy flux $I\,d\Omega_n$. By Part 2 its mean force points along $\mathbf n$ and has magnitude $\sigma_FI\,d\Omega_n/c$. For incoherent light at intensities where each photon scatters independently, the forces add:

$$\mathbf f=\frac{\sigma_F}{c}\int I(\mathbf n)\,\mathbf n\,d\Omega_n=\frac{\sigma_F}{c}\,\boldsymbol{\mathcal F}.$$

The integral is the definition of the net flux vector. Let the gas be optically thin, so that it removes a negligible part of the light. Energy conservation through a sphere around the body then gives $\mathcal F=L/(4\pi r^2)$, and the outward force is

$$f=\frac{\sigma_FL}{4\pi r^2c}.$$

For light with a spectrum, $\sigma_F$ must be averaged with the energy flux as weight. To first order this replaces $x$ by its flux-weighted mean.

## Part 7: balance with gravity

**Question.** The light acts mainly on electrons, while most of the weight belongs to protons. Find the luminosity at which both can remain at rest, and evaluate it for one solar mass in the limit $x\to0$. Neglect gas pressure and use Newtonian gravity.

**Answer.** A slight displacement of the electrons sets up an outward electric field $\mathcal E$, which holds the protons up and pulls the electrons back. With $e>0$ the proton charge, the two balances are

$$e\mathcal E=\frac{GMm_p}{r^2},$$

$$\frac{\sigma_FL}{4\pi r^2c}=\frac{GMm_e}{r^2}+e\mathcal E .$$

Substituting the first into the second removes the field. Both remaining sides vary as $1/r^2$, so the distance cancels as well:

$$L=\frac{4\pi GM(m_p+m_e)c}{\sigma_F}.$$

The direct push on the protons has been left out. The Thomson cross section is proportional to the inverse square of the mass, so for a point-like proton it is smaller by $(m_e/m_p)^2\approx3.0\times10^{-7}$.

For soft photons $\sigma_F=\sigma_T$. The inputs are

- $GM=1.3271244\times10^{20}\ \mathrm{m^3\,s^{-2}}$, the nominal solar value, which makes separate values of $G$ and $M$ unnecessary;
- $m_p+m_e=(1.672622+0.000911)\times10^{-27}\ \mathrm{kg}=1.673533\times10^{-27}\ \mathrm{kg}$;
- $\sigma_T=(8\pi/3)(2.817940\times10^{-15}\ \mathrm m)^2=6.652459\times10^{-29}\ \mathrm{m^2}$.

With $c=299792458\ \mathrm{m\,s^{-1}}$,

$$L_T=\frac{4\pi(1.3271244\times10^{20})(1.673533\times10^{-27})(299792458)}{6.652459\times10^{-29}}\ \mathrm W .$$

$$\boxed{L_T=1.26\times10^{31}\ \mathrm W\ \text{per solar mass}}$$

This is $1.26\times10^{38}\ \mathrm{erg\,s^{-1}}$. It is the Eddington luminosity for ionised hydrogen, and it is proportional to $M$. Above it the net force on an electron-proton pair is outward at every distance where the assumptions hold; below it the net force is inward.

The forces involved are small. At a chosen source radius of $7.0\times10^8\ \mathrm m$, gravity pulls on a pair with

$$\frac{(1.3271\times10^{20})(1.6735\times10^{-27})}{(7.0\times10^8)^2}\ \mathrm N=4.53\times10^{-25}\ \mathrm N .$$

The field that supports the protons there is $GMm_p/(er^2)=2.83\times10^{-6}\ \mathrm{V\,m^{-1}}$.

## Part 8: dependence on photon energy

**Question.** Find the first correction to $L_T$ for cold electrons. Assess the expansions at photon energies of 1, 10 and 50 keV, and state what limits the use of the correction.

**Answer.** Write $L=L_T\,\sigma_T/\sigma_F$ and invert the series of Part 3. With $1/(1-\delta)=1+\delta+\delta^2+\dots$ and $\delta=16x/5-21x^2/2$,

$$\frac{L}{L_T}=1+\frac{16}{5}x+\left(\frac{256}{25}-\frac{21}{2}\right)x^2+O(x^3)
=1+\frac{16}{5}x-\frac{13}{50}x^2+O(x^3).$$

The balancing luminosity rises with photon energy at first order, because harder photons push less for the same energy flux.

At 10 keV, $x=10/510.999=0.01957$. The linear formula for the cross section gives $1-3.2x=0.9374$. The quadratic term adds $10.5x^2=0.0040$, giving $0.9414$. The full integral gives $0.9412$, so the balancing luminosity is

$$L=\frac{1.2577\times10^{31}}{0.9412}\ \mathrm W=1.336\times10^{31}\ \mathrm W .$$

The three energies compare as follows, with $s=\sigma_F/\sigma_T$.

| $E$ (keV) | $s$, linear | $s$, quadratic | $s$, full | $L$ ($10^{31}$ W) |
|---|---|---|---|---|
| 1 | 0.9937 | 0.9938 | 0.9938 | 1.266 |
| 10 | 0.9374 | 0.9414 | 0.9412 | 1.336 |
| 50 | 0.6869 | 0.7874 | 0.7643 | 1.646 |

Relative to the full integral, the linear cross section is low by 0.004% at 1 keV, 0.4% at 10 keV and 10% at 50 keV. At 50 keV the quadratic formula is high by 3%, so higher powers of $x$ matter there.

The linear formula for the luminosity does better. At 50 keV it gives $L/L_T=1+3.2(0.09785)=1.313$, against $1/0.7643=1.308$ from the full integral, an error of 0.4%. The inverted series has a quadratic coefficient of only $-0.26$, whereas that of the cross section is $10.5$. At 50 keV this term is $-0.26x^2=-0.0025$, about half of the difference $1.3083-1.3131=-0.0048$; the rest comes from higher powers of $x$, which are not derived here.

The result of Part 6 was tested at 10 keV by summing the recoil from all rays of a uniformly bright sphere. The balancing luminosity is $1.336\times10^{31}\ \mathrm W$ at both 1.5 and 10 source radii, in agreement with the formula for a single beam.

The correction in $x$ assumes electrons at rest. In a gas of temperature $T$, terms linear in the electron velocity average out for an isotropic distribution, but quadratic terms remain. They are of order $k_BT/(m_ec^2)$. To first order they add $+2k_BT/(m_ec^2)$ to $\sigma_F/\sigma_T$, a result quoted here without derivation. If $k_BT$ is comparable with $E$, they rival the correction $16x/5$, and the cold-electron formula cannot supply the complete first correction. This case is not exceptional. The recoil heats the electrons, and without other cooling the gas settles near $k_BT=E/4$. The linear coefficient is then $-16/5+1/2=-2.7$, and at 10 keV $s$ is about $0.950$ rather than $0.941$. The table above applies only to gas kept well below this temperature. The Thomson value $L_T$ remains the leading result when both $x$ and $k_BT/(m_ec^2)$ are small.

Other assumptions restrict $L_T$ itself. Newtonian gravity needs $GM/(rc^2)\ll1$, and the correction in $x$ is meaningful only where $GM/(rc^2)$ is small against $16x/5$. A black body of one solar mass radiating $L_T$ with a flux-weighted mean photon energy of 10 keV would have a radius near 5 km. At its surface $GM/(rc^2)\approx0.3$, well above $16x/5=0.063$. Absorption by bound electrons would add to the force, so that a lower luminosity would suffice. An outward push from gas pressure would have the same effect. In a clumpy gas the force depends on the local flux, which need not equal $L/(4\pi r^2)$. The numerical output lists the values used here.

## Calculated quantities

```
electron rest energy = 510.999 keV
classical electron radius = 2.817940e-15 m
Thomson cross section = 6.652459e-29 m^2
proton mass = 1.672622e-27 kg
electron mass = 9.109384e-31 kg
speed of light = 299792458 m/s
solar mass parameter GM (input) = 1.3271244e+20 m^3/s^2
coefficients of x (dimensionless), symbolic | tree diagrams:
  total: -2 | -2.00000
  weight 1-cos: -14/5 | -2.80000
  force: -16/5 | -3.20000
coefficient of x^2, force: 21/2 | 10.500
part of slope from total cross section = -2
part of slope from forward bias = -4/5
part of slope from photon energy loss = -2/5
Eddington luminosity, Thomson limit = 1.2577e+31 W
same, in erg/s = 1.2577e+38 erg/s
photon energy 1 keV: x = 0.001957
  sigma_F/sigma_T full integral = 0.993778
  first order = 0.993738, second order = 0.993778
  relative error of first order = -0.0040 %
  balancing luminosity = 1.2656e+31 W
photon energy 10 keV: x = 0.019570
  sigma_F/sigma_T full integral = 0.941175
  first order = 0.937378, second order = 0.941399
  relative error of first order = -0.4035 %
  balancing luminosity = 1.3364e+31 W
photon energy 50 keV: x = 0.097848
  sigma_F/sigma_T full integral = 0.764329
  first order = 0.686888, second order = 0.787416
  relative error of first order = -10.1320 %
  balancing luminosity = 1.6456e+31 W
source radius (input) = 7.00e+08 m
ray sum, 10 keV, distance 1.5 radii: L = 1.3364e+31 W
ray sum, 10 keV, distance 10.0 radii: L = 1.3364e+31 W
gravity on electron-proton pair at surface = 4.5326e-25 N
electric field holding the protons at surface = 2.8275e-06 V/m
proton/electron Thomson ratio = 2.966e-07
```
